Lanczos Bounds on the Lowest Curvature with Finite-Difference Hessian Products, part 1

(Sections cited here and not found follow in the second part.)

## First half: products with one symmetric Hessian

Some saddle searches for an atomic hop follow the direction in which the curvature of the energy is lowest. Computing the whole Hessian is costly when a force call is costly, so such a search can build the direction from a few products of the Hessian with chosen vectors. The problem asks what such a calculation proves about the lowest curvature, and which parts of that proof survive when the products come from force differences or from a learned force model.

Let x collect the n Cartesian coordinates of the movable atoms, V(x) the energy, assumed smooth, and g = ∇V its gradient; the force is −g. The Hessian H has elements H_ij = ∂²V/∂x_i∂x_j. It is real and symmetric because mixed second derivatives may be taken in either order. Its eigenvalues are λ₁ ≤ λ₂ ≤ … ≤ λₙ, with orthonormal eigenvectors v₁, …, vₙ. The geometry x is fixed while the products are collected, and need not be a stationary point. Curvatures are in eV/Å², without mass weighting. In this half every product Hq is exact.

### (a) What does a single product say about λ₁?

**Solution.** Take a unit vector u and expand it as u = Σ_i c_i v_i, with Σ_i c_i² = 1. Since Hv_i = λ_i v_i and the v_i are orthonormal,

uᵀHu = Σ_i λ_i c_i² ≥ λ₁ Σ_i c_i² = λ₁.

The number uᵀHu is the second derivative of V(x + tu) with respect to t at t = 0, the curvature along u. One product therefore gives an upper bound on λ₁. Equality requires c_i = 0 for every λ_i > λ₁, so a vector that attains the minimum is an eigenvector for λ₁. If one direction has negative curvature, λ₁ is negative as well.

### (b) Several products are available. Construct an orthonormal basis from them and find the matrix of H in that basis.

**Solution.** Start from a unit vector q₁. Given q₁, …, q_j, form Hq_j and remove its components along all the vectors already present:

r_j = Hq_j − Σ_{i≤j} (q_iᵀHq_j) q_i,
β_j = ‖r_j‖,
q_{j+1} = r_j/β_j.

The construction stops if β_j = 0. By induction, q₁, …, q_k lie in the Krylov space

K_k = span{q₁, Hq₁, …, H^{k−1}q₁},

because each new vector contains one more factor of H. They are k orthonormal vectors in a space of dimension at most k, so they span it.

Symmetry of H removes most of the coefficients. For i < j − 1, the construction places Hq_i in the span of q₁, …, q_{i+1}. All of these are orthogonal to q_j, since i + 1 < j. Thus

q_iᵀHq_j = (Hq_i)ᵀq_j = 0 for i < j − 1.

For i = j − 1 the component of Hq_{j−1} along q_j is β_{j−1}, so q_{j−1}ᵀHq_j = β_{j−1}. With α_j = q_jᵀHq_j, the recursion becomes

β_j q_{j+1} = Hq_j − α_j q_j − β_{j−1}q_{j−1}, with β₀q₀ = 0.

Let Q_k be the n × k matrix with columns q₁, …, q_k. Then

T_k = Q_kᵀHQ_k

is tridiagonal, with diagonal α₁, …, α_k and off-diagonal elements β₁, …, β_{k−1}. This is the Lanczos method. In finite precision the discarded components creep back, so the calculations below remove the components along all earlier vectors explicitly.

### (c) Let θ_k be the lowest eigenvalue of T_k. How does it change with k, and where does it lie relative to λ₁?

**Solution.** Apply the argument of part (a) to the symmetric matrix T_k:

θ_k = min over ‖y‖ = 1 of yᵀT_k y = min over ‖y‖ = 1 of (Q_k y)ᵀH(Q_k y).

The columns of Q_k are orthonormal, so u = Q_k y is a unit vector, and as y varies u covers all unit vectors of K_k. Hence θ_k is the lowest curvature found anywhere in K_k. Part (a) gives θ_k ≥ λ₁. Since K_k is contained in K_{k+1}, the next minimum is taken over a larger set:

θ₁ ≥ θ₂ ≥ … ≥ λ₁.

The decrease is strict while β_k ≠ 0. Suppose instead that θ_{k+1} = θ_k = θ. Let y be a unit eigenvector of T_k for θ, and append a zero to form ŷ = (y₁, …, y_k, 0). Then

ŷᵀT_{k+1}ŷ = yᵀT_k y = θ = θ_{k+1},

so ŷ attains the minimum for T_{k+1} and must be an eigenvector of it. The last row of T_{k+1}ŷ = θŷ reads β_k y_k = 0, hence y_k = 0. Row k then reads β_{k−1}y_{k−1} = 0, hence y_{k−1} = 0. Continuing upward makes every component vanish, which contradicts ‖y‖ = 1.

If β_k = 0, then H maps K_k into itself. The values θ_k is drawn from are then eigenvalues of H, but λ₁ need not be among them.

### (d) How fast can the bound approach λ₁?

**Solution.** Assume λ₁ < λ₂ < λₙ, and write q₁ = Σ_i c_i v_i with c₁ ≠ 0. Every vector in K_k is p(H)q₁ for some polynomial p of degree at most k − 1, and p(H)v_i = p(λ_i)v_i. Because θ_k is the minimum over K_k, any p with p(λ₁) ≠ 0 gives

θ_k − λ₁ ≤ [Σ_{i≥2} (λ_i − λ₁)p(λ_i)²c_i²]/[Σ_i p(λ_i)²c_i²].

In the numerator replace λ_i − λ₁ by λₙ − λ₁, and p(λ_i)² by its largest value on [λ₂, λₙ]. In the denominator keep the i = 1 term alone. Both changes enlarge the right side:

θ_k − λ₁ ≤ (λₙ − λ₁) [(1 − c₁²)/c₁²] max p²/p(λ₁)².

A good p is small on [λ₂, λₙ] and large at λ₁. Chebyshev polynomials do this. They are defined by C₀ = 1, C₁ = ξ and C_{m+1} = 2ξC_m − C_{m−1}. Substituting ξ = (z + 1/z)/2 into this recursion confirms

C_m(ξ) = (z^m + z^{−m})/2.

For ξ = cos φ one has z = e^{iφ}, so C_m = cos mφ and |C_m| ≤ 1 on [−1, 1]. The linear map

ξ(λ) = (2λ − λ₂ − λₙ)/(λₙ − λ₂)

sends [λ₂, λₙ] to [−1, 1], and sends λ₁ to −(1 + 2γ), where

γ = (λ₂ − λ₁)/(λₙ − λ₂).

With p(λ) = C_{k−1}(ξ(λ)) the result is

θ_k − λ₁ ≤ (λₙ − λ₁) [(1 − c₁²)/c₁²]/C_{k−1}(1 + 2γ)².

For large k the right side falls by a factor z² per step, with z = 1 + 2γ + √[(1 + 2γ)² − 1]. A second soft mode close to λ₁ makes γ small and this guarantee weak. A poor starting direction enters through the prefactor.

### (e) Which further conclusions does the final residual allow, and what can the bound conceal?

**Solution.** Let y be the unit eigenvector of T_k for θ_k, and u = Q_k y. By the recursion, HQ_k differs from Q_kT_k in its last column alone, by β_k q_{k+1}. Multiplying by y gives

Hu − θ_k u = β_k y_k q_{k+1}, with norm r = β_k|y_k|.

Expand u = Σ_i b_i v_i. Then

r² = Σ_i (λ_i − θ_k)²b_i² ≥ min_i (λ_i − θ_k)²,

so some eigenvalue lies within r of θ_k. The inequality does not say which one.

If θ_k < λ₂ is known, more follows. The product (λ_i − λ₁)(λ_i − λ₂) is nonnegative for every i, so

0 ≤ uᵀ(H − λ₁)(H − λ₂)u = uᵀH²u − (λ₁ + λ₂)θ_k + λ₁λ₂.

Since r² = uᵀH²u − θ_k², the right side equals r² + (θ_k − λ₁)(θ_k − λ₂). Therefore

0 ≤ θ_k − λ₁ ≤ r²/(λ₂ − θ_k).

The error is quadratic in the residual, but the estimate needs separate knowledge that θ_k belongs to the lowest mode.

That knowledge can be missing. If v₁ᵀq₁ = 0, then v₁ᵀH^m q₁ = λ₁^m v₁ᵀq₁ = 0 for every m, and v₁ is absent from every Krylov space. The sequence still bounds λ₁ from above, but in exact arithmetic it cannot converge to λ₁ when λ₁ is nondegenerate. A displacement chosen along a symmetry direction can produce this situation.

### (f) Apply these results to an interstitial hop.

Consider an oxygen-like interstitial in a rocksalt nitride film. It moves along the x axis between the centres of two neighbouring cubes, through their shared face. Twelve host atoms at the cube corners and the interstitial may move, so n = 39. The model energy is

V = Σ_i A exp(−|r₀ − r_i|/ρ) + ½k_b Σ_bonds (|r_i − r_j| − d)² + ½k_t Σ_i |r_i − R_i|².

Here r₀ is the interstitial position, and r_i and R_i are the actual and ideal host positions. Bonds join neighbouring host atoms, and the tethers stand for the surrounding film. The round parameters are A = 200 eV, ρ = 0.3 Å, d = 2.1 Å, k_b = 4 eV/Å² and k_t = 8 eV/Å².

**Solution.** The relaxed barrier is 1.16 eV. The lowest curvature at the saddle is −5.046 eV/Å². For the Lanczos run the interstitial is moved 0.2 Å from the saddle along x, with the host atoms held at their saddle positions. Diagonalizing the full analytic Hessian there gives

λ₁ = −4.106779 eV/Å² = −65.8 N/m,
λ₂ = 4.8891 eV/Å²,
λ₃₉ = 31.5140 eV/Å².

The starting direction is random, apart from a prescribed component of the interstitial along the hop. The exact products give, in eV/Å²,

θ₁ = 12.301, θ₂ = 6.233, θ₃ = −0.679, θ₄ = −3.746,
θ₅ = −4.07914, θ₆ = −4.10331, θ₇ = −4.10643, θ₈ = −4.106776.

Three products already prove that a direction of negative curvature exists. Eight locate λ₁ to about 3 × 10⁻⁶ eV/Å².

For the rate in part (d), γ = 8.996/26.625 = 0.338, which gives z = 3.02 and z² = 9.1. The actual errors at k = 5, 6 and 7 are 0.0276, 0.00347 and 0.00035 eV/Å², with successive ratios of 8.0 and 9.9. The estimate describes a guaranteed envelope, so individual steps may do better or worse than z².

After twelve products r = 5.05 × 10⁻⁶ eV/Å². The quadratic estimate allows an error of (5.05 × 10⁻⁶)²/8.996 = 2.8 × 10⁻¹² eV/Å²; the actual error is 1.4 × 10⁻¹² eV/Å².

A start with the interstitial moving sideways, along y, behaves differently. Its overlap with v₁ vanishes to numerical precision. After ten products it gives 4.88913 eV/Å², in agreement with the lowest eigenvalue present in that start. This is a correct upper bound on −4.107 eV/Å², but reading it as the lowest curvature would turn a region of negative curvature into an apparent basin. A start without imposed symmetry guards against this without proving that no mode was missed. A second run helps only if the same symmetry does not exclude v₁ from its start as well: a sideways start along z also gives 4.88913 eV/Å² after ten products. The fourfold symmetry about the hop axis confines a sideways start to a space of ten dimensions, so in exact arithmetic the recursion stops by the tenth product. A floating-point run forced beyond that point builds its next vectors from rounding errors, which can bring v₁ back and lower the value to λ₁; this happens by accident and is no safeguard.

## Second half: force differences and learned forces

The symbols carry over. H is the symmetric Hessian at the fixed geometry x, λ₁ its lowest eigenvalue and v = v₁ the corresponding unit eigenvector. The Lanczos vectors q_j are the columns of Q_k, and θ_k is the lowest eigenvalue of the tridiagonal matrix T_k. For exact products T_k = Q_kᵀHQ_k and θ₁ ≥ θ₂ ≥ … ≥ λ₁. In the film example λ₁ = −4.106779 eV/Å² at the search point. From here on w_j denotes the product actually computed for q_j, e_j = w_j − Hq_j is its error, and W_k and E_k have the columns w_j and e_j.

### (g) Find the leading errors of forward and central force differences. Do such products belong to one matrix?

**Solution.** Let q be a unit vector and h > 0 a displacement length. Write D³V[q,q,·] for the vector with components Σ_jk (∂³V/∂x_i∂x_j∂x_k)q_j q_k, and D⁴V[q,q,q,·] for its fourth-derivative counterpart. Taylor expansion of the gradient gives

g(x ± hq) = g(x) ± hHq + (h²/2)D³V[q,q,·] ± (h³/6)D⁴V[q,q,q,·] + … .

Subtracting g(x) from the upper-sign expression and dividing by h gives the forward product

[g(x + hq) − g(x)]/h = Hq + (h/2)D³V[q,q,·] + O(h²).

In the central difference the even terms cancel:

[g(x + hq) − g(x − hq)]/(2h) = Hq + (h²/6)D⁴V[q,q,q,·] + O(h⁴).

Apart from rounding, forward products are thus exact for a quadratic energy and central products for a cubic one.

For a general energy, use dg(x + tq)/dt = H(x + tq)q and integrate. The central product is

w = { (1/2h) ∫ from −h to h of H(x + tq) dt } q.

The bracket is a symmetric matrix, namely the Hessian averaged along the displacement. It depends on q, so successive Lanczos vectors generally meet different matrices. The symmetry of each averaged matrix does not supply the single H that the proof in part (c) requires.

### (h) Which part of the exact theorem survives these errors, and what replaces the rest?

With exact products of one symmetric Hessian, the lowest Lanczos value never rises with k and never falls below λ₁, but force differences do not in general supply products with one such matrix. It remains to answer (h), and then to treat learned forces, the choice of displacement length and the comparison of the model with a real film.
